# Vacuum screening and the sign of the Uehling correction

**Definitions and conventions**

SI units are used. The electron has mass \(m\), and \(\lambda=\hbar/mc\), \(\alpha=e^2/4\pi\varepsilon_0\hbar c\), \(C=2\alpha/3\pi\). A fixed nucleus has bare charge density \(Ze_0\,g(\mathbf r)\), with \(g\ge0\), \(\int g\,d^3r=1\) and Fourier transform \(F(\mathbf q)=\int g\,e^{-i\mathbf q\cdot\mathbf r}d^3r\). The orbiting particle has bare charge \(-e_0\), mass \(M\) and potential energy \(U\), and is described by the Schrödinger equation. The measured charge \(e\) is defined by the long-range law \(U\to-Ze^2/4\pi\varepsilon_0r\). The vacuum is the filled set of negative-energy states of \(H(\mathbf k)=\hbar c\,\boldsymbol\alpha\cdot\mathbf k+\beta mc^2\), with \(H^2=E^2=\hbar^2c^2k^2+m^2c^4\). Its response is taken to first order in \(\alpha\) and linear in the nuclear field, which defines the Uehling correction. A potential \(\varphi_0\cos(\mathbf q\cdot\mathbf r)\) induces the charge density \(-\chi(q)\varphi_0\cos(\mathbf q\cdot\mathbf r)\), and \(P(q)=\chi/\varepsilon_0q^2\).

The claim to be examined is: "the vacuum screens the nucleus, so the Uehling correction weakens the attraction at short distance and raises the S levels."

**Counter-example: a point nucleus with \(Z=1\)**

*Response of the vacuum.* A sea electron feels \(v\cos(\mathbf q\cdot\mathbf r)\), \(v=-e_0\varphi_0\). First-order perturbation of each occupied state \(n\) gives
\[\delta\langle\cos\rangle=2v\sum_{n\,\rm occ}\sum_{j\ne n}\frac{|\langle j|\cos|n\rangle|^2}{E_n-E_j}.\]
Terms with \(j\) occupied cancel under \(n\leftrightarrow j\). The rest join energy \(-E(\mathbf k)\) to \(+E'=E(\mathbf k')\), \(\mathbf k'=\mathbf k\pm\mathbf q\), with matrix element one half of the spinor overlap. Let \(N\) be the squared overlap summed over both spins. The two signs contribute equally (\(\mathbf k\to-\mathbf k\)), so \(\delta\langle\cos\rangle=-2v\cdot\frac14\cdot2\sum_{\mathbf k}N/(E+E')\). A number density \(n_1\cos\) in volume \(\mathcal V\) has \(\langle\cos\rangle=n_1\mathcal V/2\), and its charge amplitude is \(-e_0n_1\). With \(\sum_{\mathbf k}=\mathcal V\int d^3k/(2\pi)^3\) and \(\mathbf k'=\mathbf k+\mathbf q\),
\[\chi=2e_0^2\int\frac{d^3k}{(2\pi)^3}\frac{N}{E+E'}.\]
Counting the vacuum charge symmetrically, as half the difference of negative- and positive-energy states, gives the same \(\chi\), because the sum over all states is a trace that the perturbation leaves unchanged.

The projectors on the two signs of energy are \(\Lambda_\pm=\frac12(1\pm H/E)\). Since \(\operatorname{Tr}\alpha_i=\operatorname{Tr}\beta=\operatorname{Tr}\alpha_i\beta=0\), \(\operatorname{Tr}\alpha_i\alpha_j=4\delta_{ij}\) and \(\operatorname{Tr}\beta^2=4\),
\[N=\operatorname{Tr}\Lambda_+(\mathbf k')\Lambda_-(\mathbf k)=1-\frac{\hbar^2c^2\,\mathbf k\cdot\mathbf k'+m^2c^4}{EE'}.\]
Put \(\eta=\hbar cq\), \(D=E-E'\), \(W=E+E'\). From \(2\mathbf k\cdot\mathbf k'=k^2+k'^2-q^2\) follows \(2\hbar^2c^2\mathbf k\cdot\mathbf k'=E^2+E'^2-2m^2c^4-\eta^2\), hence \(N=A/EE'\) with \(A=(\eta^2-D^2)/2\). As a sum of squares \(N\ge0\), so \(\chi>0\): the vacuum does screen.

*The momentum integral.* With \(\theta\) the angle between \(\mathbf k\) and \(\mathbf q\), \(k'^2=k^2+q^2+2kq\cos\theta\) gives \(k'dk'=kq\,d\cos\theta\) at fixed \(k\). Also \(E\,dE=\hbar^2c^2k\,dk\) and \(dE\,dE'=\frac12dW\,dD\), so
\[d^3k=\frac{2\pi kk'\,dk\,dk'}{q}=\frac{\pi EE'\,dW\,dD}{\hbar^4c^4q}.\]
The allowed region is that in which \(k,k',q\) form a triangle, \(k^2k'^2-(\mathbf k\cdot\mathbf k')^2\ge0\). Multiplying by \(\hbar^4c^4\), expanding, and using \(2EE'=(W^2-D^2)/2\),
\[(E^2-m^2c^4)(E'^2-m^2c^4)-(EE'-m^2c^4-A)^2=-m^2c^4(D^2+2A)+A(2EE'-A)=-m^2c^4\eta^2+\tfrac14(\eta^2-D^2)s,\]
where \(s=W^2-\eta^2\). Negative \(s\) would need \(|D|>\eta>W\), which is impossible. Setting \(s=4m^2c^4t^2\), the condition is \(|D|\le\eta B\) with \(B=\sqrt{1-1/t^2}\), \(t\ge1\). Then \(\int A\,dD=\eta^3(B-B^3/3)\), and the prefactor is \(2e_0^2\pi\eta^3/(8\pi^3\hbar^4c^4q)=e_0^2q^2/4\pi^2\hbar c\). Dividing by \(\varepsilon_0q^2\) gives \(\alpha/\pi\), since replacing \(e_0\) by \(e\) here changes \(P\) only at order \(\alpha^2\). Finally \(dW/W=ds/2(s+\eta^2)=t\,dt/(t^2+q^2\lambda^2/4)\) and \(B-B^3/3=\frac23B(1+1/2t^2)\), so
\[P(q)=C\int_1\frac{w(t)\,t^2\,dt}{t^2+q^2\lambda^2/4},\qquad w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}\ge0 .\]
\(P\) is positive and falls as \(q\) grows. Because \(w\to1/t\), it diverges logarithmically and needs a cutoff, \(\hbar K<\Lambda mc\) on the midpoint \(\mathbf K=\mathbf k+\mathbf q/2\). At \(q=0\), \(t=E/mc^2=\cosh u\) and \(w\,dt=(1-\operatorname{sech}^2u+\frac12\operatorname{sech}^2u\tanh^2u)\,du\), so
\[P(0)=C\big[u_\Lambda-\tanh u_\Lambda+\tfrac16\tanh^3u_\Lambda\big],\qquad\sinh u_\Lambda=\Lambda .\]
For \(q\ne0\), \(t^2\) on the cutoff sphere shifts by \(O(q^2\lambda^2)\), which changes \(P\) by \(O(Cq^2\lambda^2/\Lambda^2)\).

*The measured charge.* Poisson's equation \(\varepsilon_0q^2\varphi=Ze_0F-\chi\varphi\) and \(U=-e_0\varphi\) give \(U(q)=-Ze_0^2F/\varepsilon_0q^2(1+P(q))\). The long-range law is the limit \(q\to0\), so \(e^2=e_0^2/(1+P(0))\), and to first order in \(\alpha\)
\[U(q)=-\frac{Ze^2F}{\varepsilon_0q^2}[1+\Pi(q)],\qquad\Pi=P(0)-P(q)=C\int_1^\infty\frac{w\,q^2\,dt}{q^2+\mu^2}\ge0,\qquad\mu=\frac{2t}\lambda .\]
The integral converges and the cutoff is gone. Direct quadrature over \(\mathbf k\) with \(\Lambda=10^5\) gives \(P(0)=1.76112\times10^{-2}\) and, at \(q\lambda=1\), \(P=1.74708\times10^{-2}\). Relative to the bare law the interaction is weaker at both wave numbers. Relative to the measured law it is stronger at \(q\lambda=1\), by the fraction \(\Pi=1.404\times10^{-4}\), which rises to \(2.319\times10^{-3}\) at \(q\lambda=10\).

*Potential, induced density, enclosed charge.* For \(F=1\), the transform of \(1/(q^2+\mu^2)\) is \(e^{-\mu r}/4\pi r\), so
\[U(r)=-\frac{Ze^2}{4\pi\varepsilon_0r}[1+f(r)],\qquad f=C\int_1^\infty w\,e^{-\mu r}dt>0 .\]
The induced density is defined as the source of the extra potential \(\delta\varphi=-\delta U/e=Zef/4\pi\varepsilon_0r\). For \(r>0\), \(\nabla^2(f/r)=f''/r\), and Gauss's law gives the induced charge inside \(r\) as \(-4\pi\varepsilon_0r^2\,\delta\varphi'=Ze(f-rf')\):
\[\rho_{\rm ind}=-\frac{Ze}{4\pi r}C\int_1^\infty w\mu^2e^{-\mu r}dt<0,\qquad Q_{\rm ind}(r)=ZeC\int_1^\infty w(1+\mu r)e^{-\mu r}dt>0 .\]
With \(\lambda=3.8616\times10^{-13}\) m:

| \(r\) (m) | \(f\) | \(Q_{\rm ind}/Ze\) | \(\rho_{\rm ind}\) (C/m³) |
|---|---|---|---|
| \(10^{-14}\) | \(3.57\times10^{-3}\) | \(5.02\times10^{-3}\) | \(-1.97\times10^{19}\) |
| \(10^{-13}\) | \(7.20\times10^{-4}\) | \(1.57\times10^{-3}\) | \(-1.72\times10^{16}\) |
| \(4\times10^{-13}\) | \(5.01\times10^{-5}\) | \(2.01\times10^{-4}\) | \(-9.83\times10^{13}\) |
| \(10^{-12}\) | \(8.58\times10^{-7}\) | \(6.28\times10^{-6}\) | \(-4.48\times10^{11}\) |

The cloud is negative, as the claim supposes. The force, however, depends on the enclosed charge. Since \(dQ_{\rm ind}/dr=4\pi r^2\rho_{\rm ind}\) and \(Q_{\rm ind}(\infty)=0\), \(Q_{\rm ind}(r)\) is minus the cloud charge lying beyond \(r\). That charge was counted in \(Ze\) from far away and no longer acts at radius \(r\).

For \(r\gg\lambda\), \(f\) falls at least as fast as \(e^{-2r/\lambda}\), because \(t\ge1\). For \(r\ll\lambda\), write \(w=1/t+(w-1/t)\). The first part is the exponential integral \(E_1(2r/\lambda)\to-\ln(2r/\lambda)-\gamma\). In the second the exponential may be dropped, and \(\int_1^Tw\,dt\to\ln2T-\frac56\) from the formula for \(P(0)\) leaves \(\ln2-\frac56\). Thus \(f\to C[\ln(\lambda/r)-\gamma-\frac56]\), which at \(r=10^{-4}\lambda\) gives \(1.20783\times10^{-2}\) against the full \(1.20787\times10^{-2}\). The logarithmic growth means that the compensating positive charge at a point nucleus is unbounded.

*Levels.* Let \(a=\hbar/Z\alpha Mc\), \(x=r/a\), \(z=\mu a\). Then \(\Delta E=\langle\delta U\rangle=-(Z\alpha\hbar c/a)\,C\int w\,y(z)\,dt\) with \(y=\langle e^{-zx}/x\rangle\). The radial probability densities in \(x\) are \(4x^2e^{-2x}\) (1S), \(\frac12(x^2-x^3+\frac14x^4)e^{-x}\) (2S) and \(\frac1{24}x^4e^{-x}\) (2P). With \(\int_0^\infty x^ne^{-px}dx=n!/p^{n+1}\),
\[y_{1S}=\frac4{(z+2)^2},\quad y_{2S}=\frac{2(1+z)^2-4(1+z)+3}{4(1+z)^4}=\frac{2z^2+1}{4(1+z)^4},\quad y_{2P}=\frac1{4(1+z)^4}.\]
For an electron, \(M=m\), \(\lambda/a=Z\alpha\) and \(z=2t/Z\alpha\gg1\), so \(y_{1S}\approx(4/z^2)(1-4/z)\), \(y_{2S}\approx\frac18\) of that, and \(y_{2P}\approx1/4z^4\). The substitution \(t=1/\sin\vartheta\) turns \(\int w\,t^{-p}dt\) into \(\int_0^{\pi/2}(\sin^{p-1}\vartheta+\frac12\sin^{p+1}\vartheta)\cos^2\vartheta\,d\vartheta\), which equals \(\frac13+\frac1{15}=\frac25\), \(\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}\) and \(\frac2{15}+\frac4{105}=\frac6{35}\) for \(p=2,3,4\). Using \(Z\alpha\hbar c/a=(Z\alpha)^2mc^2\), \(4/z^2=(Z\alpha)^2/t^2\), \(4/z=2Z\alpha/t\) and \(2\cdot\frac{5\pi}{64}\cdot\frac52=\frac{25\pi}{64}\), for \(n=1,2\),
\[\Delta E_{nS}\approx-\frac4{15}\frac\alpha\pi\frac{(Z\alpha)^4mc^2}{n^3}\Big[1-\frac{25\pi}{64}Z\alpha\Big],\qquad\Delta E_{2P}\approx-\frac23\cdot\frac6{35}\cdot\frac1{64}\,\frac\alpha\pi(Z\alpha)^6mc^2=-\frac\alpha\pi\frac{(Z\alpha)^6mc^2}{560}.\]
For 2S, with \(a/\lambda=137.036\), the leading (contact) term is
\[-\frac{4.35974\times10^{-18}\,{\rm J}\times1.548546\times10^{-3}\times0.4}{8\times137.036^2}=-1.7976\times10^{-26}\ {\rm J}.\]
The full \(t\) integral is \(-1.7816\times10^{-26}\) J, or \(\Delta E/h=-26.9\) MHz. Its ratio to the contact term is 0.99110 and the bracket is 0.99104, the difference being of the size of the omitted \((Z\alpha)^2\) term. For 1S the shift is \(-1.4253\times10^{-25}\) J, or \(-215.1\) MHz. For 2P it is \(-5.07\times10^{-32}\) J (leading formula \(-5.13\times10^{-32}\) J), also negative but smaller than the 2S shift by \(3.5\times10^5\), as the ratio \(\frac{560}{30}(a/\lambda)^2\) of the leading terms requires. The claim fails in sign.

A model particle with \(M=200m\) has \(a/\lambda=0.685\). Now \(z\) is of order one, the contact expansion fails and the full integrals are needed: \(\Delta E_{2S}=-4.114\times10^{-20}\) J and \(\Delta E_{2P}=-0.307\times10^{-20}\) J, a ratio of only 13.4. Since \(y_{2S}/y_{2P}=2z^2+1\), this ratio is the average of \(2z^2+1\) over \(t\) with weight \(w\,y_{2P}\), and \(z=2ta/\lambda\) now starts at \(1.37\) instead of \(274\) as for the electron. The correction places 2S below 2P by \(4.114-0.307=3.807\) in units of \(10^{-20}\) J, about 238 meV.

**General statement**

For any fixed nuclear density \(g\ge0\), to first order in \(\alpha\) and linear in the nuclear field, and relative to the Coulomb potential of the measured density \(Ze\,g\):

1. \(\delta U(\mathbf r)<0\) everywhere, so every Schrödinger bound level is lowered in first order.
2. The induced density carries no net charge.
3. Wherever \(g\) vanishes, \(\rho_{\rm ind}<0\), and the induced charge inside any sphere containing the whole nucleus is positive.
4. For a Gaussian \(g\), \(\rho_{\rm ind}\) changes sign exactly once, from a positive core to a negative halo, and \(Q_{\rm ind}(r)>0\) for all \(r>0\).

**Proof**

The formula \(\delta U(\mathbf q)=-Ze^2F\Pi/\varepsilon_0q^2\) was derived for arbitrary \(F\). A product of transforms is the transform of a convolution, so
\[\delta U(\mathbf r)=-\frac{Ze^2}{\varepsilon_0}C\int_1^\infty w\,Y_\mu(\mathbf r)\,dt,\qquad Y_\mu(\mathbf r)=\int g(\mathbf r-\mathbf r')\frac{e^{-\mu r'}}{4\pi r'}d^3r'>0 .\]
Both \(w\) and \(Y_\mu\) are positive, and \(\Delta E=\int|\psi|^2\delta U\,d^3r<0\) for any \(\psi\); within a degenerate level the matrix of a negative function has negative eigenvalues. This is statement 1.

Poisson's equation gives \(\rho_{\rm ind}(\mathbf q)=\varepsilon_0q^2(-\delta U/e)=ZeF\Pi\). The net charge is the value at \(q=0\). Expanding \(q^2/(q^2+\mu^2)\approx q^2\lambda^2/4t^2\) gives \(\Pi\approx C\cdot\frac25\cdot q^2\lambda^2/4=\alpha q^2\lambda^2/15\pi\), which vanishes there. This is statement 2. It follows from the definition of \(e\), which assigns all charge seen from afar to \(Ze\).

Writing \(q^2/(q^2+\mu^2)=1-\mu^2/(q^2+\mu^2)\),
\[\rho_{\rm ind}(\mathbf r)=ZeC\int_1^\infty w\,\big[g(\mathbf r)-\mu^2Y_\mu(\mathbf r)\big]dt .\]
Where \(g=0\) only the negative term remains. Outside a sphere containing the nucleus the induced charge is therefore negative, and by statement 2 the charge inside is its opposite. This is statement 3. It says nothing about \(Q_{\rm ind}\) within the nucleus, where in the cavity of a hollow distribution both the density and the enclosed charge are negative while statement 1 still holds.

For \(g=\pi^{-3/2}b^{-3}e^{-r^2/b^2}\), \(F=e^{-q^2b^2/4}\), one has \(g(\mathbf r-\mathbf r')/g(\mathbf r)=e^{2\mathbf r\cdot\mathbf r'/b^2}e^{-r'^2/b^2}\). The average of the first factor over directions of \(\mathbf r'\) is \(\sinh\xi/\xi\) with \(\xi=2rr'/b^2\), which increases with \(r\). Hence \(Y_\mu/g\) increases and \(\rho_{\rm ind}/g\) decreases strictly with \(r\). Zero net charge forces both signs to occur, so there is one node with the positive part inside. \(Q_{\rm ind}\) rises from zero up to the node and then falls monotonically to zero, so it stays positive. This is statement 4.

For \(Z=1\) and \(b=10^{-14}\) m, Fourier transformation of \(ZeF\Pi\) gives \(\rho_{\rm ind}(0)=+1.574\times10^{20}\) C/m³, a node at \(1.92\times10^{-14}\) m, and core and halo charges \(\pm4.104\times10^{-3}Ze\). The unbounded charge of the point nucleus has become finite. At \(r=4\times10^{-13}\) m the density is \(-9.850\times10^{13}\) C/m³, about 0.2% larger in magnitude than the point value \(-9.828\times10^{13}\) C/m³. The reason is that \(e^{-\mu r}/r\) obeys \(\nabla^2y=\mu^2y\) away from the origin. Its average over a sphere of radius \(r'<r\) is a regular spherical solution of that equation in \(r'\), namely the central value times \(\sinh\mu r'/\mu r'\). This factor is also the spherical average of \(e^{\mu z'}\), whose Gaussian average is \(e^{\mu^2b^2/4}>1\). For \(r\gg b\) each term with \(\mu<r/b^2\) gains this factor, and terms with larger \(\mu\) are exponentially small.

The numerical check below tests the overlap and the response against diagonalized Dirac matrices, \(\Pi\) against the \(\mathbf k\) quadrature, the Gaussian results including this factor by Fourier transform, the shifts in momentum space to \(10^{-6}\) of the \(t\) integrals and, for \(M=200m\), by grid diagonalization to \(10^{-3}\) of them.

**Conditions**

The response is linear in the nuclear field, which requires \(Z\alpha\ll1\); the nonlinear (Wichmann–Kroll) terms lie outside the proof, and their sign is not fixed by it. First order in \(\alpha\) requires \(f\ll1\). Only electron-positron pairs are included, and nuclear recoil is neglected. The electron's self-energy is a separate effect of the same order in \(\alpha\), so the shifts above are not the whole Lamb shift. The Schrödinger wave functions omit relativistic corrections, nominally of relative order \((Z\alpha)^2\), up to logarithms, for S levels; for the electron at \(Z=1\), Dirac–Coulomb wave functions enlarge the 1S and 2S shifts by \(3.2\times10^{-4}\) and \(3.7\times10^{-4}\) of their values, to \(-215.2\) MHz and \(-26.90\) MHz. For the electron's 2P level the omission is more serious. The Dirac \(2P_{1/2}\) state has an S-wave lower component of relative amplitude of order \(Z\alpha\), which adds a contact term of order \((Z\alpha)^2\) times an S shift, the same order as \(\Delta E_{2P}\) itself, so the value given does not describe \(2P_{1/2}\): with Dirac–Coulomb wave functions its shift is \(-2.30\times10^{-31}\) J, about 4.5 times larger and still negative. The \(2P_{3/2}\) state has no S-wave component, and its shift, \(-5.07\times10^{-32}\) J, agrees with the Schrödinger value to \(2\times10^{-4}\).

## Numbers as computed

```
alpha = 7.29735256e-03, C = 2alpha/3pi = 1.548546e-03, Z = 1
lam = 3.861593e-13 m, m c^2 = 8.187106e-14 J, e = 1.602177e-19 C
cutoff hbar k/mc = 1e+05: P(0) = 1.761121e-02
q lam =  0.5: P(q) = 1.757350e-02, P(0)-P(q) = 3.771353e-05, Pi = 3.771353e-05
q lam =  1.0: P(q) = 1.747085e-02, P(0)-P(q) = 1.403669e-04, Pi = 1.403669e-04
q lam =  3.0: P(q) = 1.682808e-02, P(0)-P(q) = 7.831320e-04, Pi = 7.831320e-04
q lam = 10.0: P(q) = 1.529190e-02, P(0)-P(q) = 2.319313e-03, Pi = 2.319313e-03
int w/t^2 dt = 0.400000
int w/t^3 dt = 0.245437
int w/t^4 dt = 0.171429
point nucleus
 r = 1e-14 m: f = 3.5665e-03, Q/Ze = 5.0236e-03, rho = -1.9706e+19 C/m^3
 r = 1e-13 m: f = 7.1974e-04, Q/Ze = 1.5705e-03, rho = -1.7248e+16 C/m^3
 r = 4e-13 m: f = 5.0101e-05, Q/Ze = 2.0138e-04, rho = -9.8276e+13 C/m^3
 r = 1e-12 m: f = 8.5831e-07, Q/Ze = 6.2848e-06, rho = -4.4774e+11 C/m^3
 r/lam = 1e-4: f = 1.20787e-02, logarithmic form = 1.20783e-02
Gaussian nucleus b = 1e-14 m: rho(0) = 1.5740e+20 C/m^3
 node at r = 1.9214e-14 m
 core charge/Ze = 4.103737e-03, halo charge/Ze = -4.103737e-03
 r = 4e-13 m: rho = -9.8500e+13 C/m^3
orbiting mass = 1 m: a = 5.29177e-11 m, a/lam = 137.03600, Z alpha hbar c/a = 4.35974e-18 J
 dE(1S) = -1.42528e-25 J, momentum space -1.42528e-25 J
 dE(2S) = -1.78158e-26 J, momentum space -1.78158e-26 J
 dE(2P) = -5.07217e-32 J, momentum space -5.07217e-32 J
orbiting mass = 200 m: a = 2.64589e-13 m, a/lam = 0.68518, Z alpha hbar c/a = 8.71949e-16 J
 dE(1S) = -3.57632e-19 J, momentum space -3.57632e-19 J
 dE(2S) = -4.11403e-20 J, momentum space -4.11403e-20 J
 dE(2P) = -3.06793e-21 J, momentum space -3.06793e-21 J
electron: 1 - 25 pi Z alpha/64 = 0.99104
 1S: contact formula -1.43806e-25 J, full/contact = 0.99111
 1S: dE/h = -215.1013 MHz, contact -217.0301 MHz
 2S: contact formula -1.79757e-26 J, full/contact = 0.99110
 2S: dE/h = -26.8874 MHz, contact -27.1288 MHz
 2P: leading formula -5.12802e-32 J, dE(2S)/dE(2P) = 3.5125e+05
mass 200 m, grid: dE(1S) = -3.5760e-19 J
mass 200 m, grid: dE(2S) = -4.1137e-20 J
mass 200 m, grid: dE(2P) = -3.0679e-21 J
mass 200 m: dE(2P)-dE(2S) = 3.80724e-20 J = 237.63 meV
mass 200 m: dE(2S)/dE(2P) = 13.410
```
